# Rotational Raman Scattering of a Linear Rotor and the Nitrogen Spectrum: a numerical check

```python
# Rotational Raman scattering of a linear rotor, applied to 14N2 at 300 K.
# Result under test: the anisotropic polarizability T_ij = n_i n_j - delta_ij/3
# (n = molecular axis) connects J only to J, J+2 and J-2, with shares b(J->J')
#   b(J->J+2) = 3(J+1)(J+2) / (2(2J+1)(2J+3))
#   b(J->J)   = J(J+1) / ((2J-1)(2J+3))
#   b(J->J-2) = 3J(J-1) / (2(2J+1)(2J-1))
# and the Raman shifts of a rigid rotor are 4B(J+3/2), J = lower level.
# B = rotational constant, D = centrifugal constant (both in cm^-1),
# g = nuclear-spin weight, nu0 = laser wavenumber, kT in cm^-1.
from math import factorial, pi, sqrt, exp
import numpy as np
from numpy.polynomial import Polynomial, legendre, chebyshev
from scipy import constants as const
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar
from scipy.special import lpmv
from pyscf import gto, dft, scf


def share(J, J_final):
    """Placzek-Teller coefficient b(J -> J_final)."""
    if J_final == J + 2:
        return 3 * (J + 1) * (J + 2) / (2 * (2 * J + 1) * (2 * J + 3))
    if J_final == J:
        return J * (J + 1) / ((2 * J - 1) * (2 * J + 3))
    if J_final == J - 2:
        return 3 * J * (J - 1) / (2 * (2 * J + 1) * (2 * J - 1))
    return 0.0


# ---- explicit matrix elements between spherical harmonics ----
L_MAX = 8
nodes, node_weights = legendre.leggauss(14)
phis = np.arange(28) * 2 * pi / 28
cos_t, phi = [a.ravel() for a in np.meshgrid(nodes, phis, indexing="ij")]
area = np.repeat(node_weights, 28) * 2 * pi / 28
sin_t = np.sqrt(1 - cos_t**2)
axis = np.array([sin_t * np.cos(phi), sin_t * np.sin(phi), cos_t])
harmonics = []
for l in range(L_MAX + 1):
    for m in range(-l, l + 1):
        k = abs(m)
        norm = sqrt((2 * l + 1) / (4 * pi) * factorial(l - k) / factorial(l + k))
        harmonics.append(norm * lpmv(k, l, cos_t) * np.exp(1j * m * phi))
harmonics = np.array(harmonics)
overlap = (harmonics.conj() * area) @ harmonics.T
assert np.allclose(overlap, np.eye(len(harmonics)), atol=1e-11)
tensor = np.array([[(harmonics.conj() * area * (axis[i] * axis[j] - (i == j) / 3))
                    @ harmonics.T for j in range(3)] for i in range(3)])
block = [slice(l * l, (l + 1)**2) for l in range(L_MAX + 1)]
max_share_error = 0.0
for J in range(L_MAX - 1):
    for J_final in range(L_MAX + 1):
        part = np.abs(tensor[:, :, block[J_final], block[J]])**2
        averaged = part.sum(axis=(2, 3)) / (2 * J + 1)
        b = share(J, J_final)
        max_share_error = max(max_share_error, abs(1.5 * averaged.sum() - b))
        assert abs(averaged[2, 2] - 4 * b / 45) < 1e-11
        assert abs(averaged[2, 0] - 3 * b / 45) < 1e-11
        if (J, J_final) == (2, 4):
            depolarization = averaged[2, 0] / averaged[2, 2]
    # the cross term between isotropic and anisotropic parts sums to zero
    assert abs(np.trace(tensor[2, 2][block[J], block[J]])) < 1e-11
assert max_share_error < 1e-11

# ---- the same coefficients as the Legendre expansion of P2 * PJ ----
for J in range(13):
    single = np.eye(J + 1)[J]
    expansion = legendre.legmul([0, 0, 1], single)
    expected = [share(J, f) for f in range(J + 3)]
    assert np.allclose(np.pad(expansion, (0, J + 3 - len(expansion))),
                       expected, atol=1e-11)
    assert abs(sum(expected) - 1) < 1e-12
    # inversion of the axis multiplies the rotational function by (-1)^J
    assert np.isclose(legendre.legval(-0.37, single),
                      (-1)**J * legendre.legval(0.37, single))

# ---- rotor eigenvalues from diagonalization in a Chebyshev basis ----
size = 12
values = np.array([chebyshev.chebval(nodes, np.eye(size)[n]) for n in range(size)])
slopes = np.array([chebyshev.chebval(nodes, chebyshev.chebder(np.eye(size)[n]))
                   for n in range(size)])
rotor = eigh((slopes * node_weights * (1 - nodes**2)) @ slopes.T,
             (values * node_weights) @ values.T, eigvals_only=True)
for J in range(size - 2):
    assert abs(rotor[J + 2] - rotor[J] - 4 * (J + 1.5)) < 1e-8

# ---- spin weights: exchange operator on the 9 states of two I = 1 nuclei ----
exchange = np.zeros((9, 9))
for a in range(3):
    for c in range(3):
        exchange[3 * c + a, 3 * a + c] = 1
exchange_signs = np.linalg.eigvalsh(exchange)
g_even = int(np.sum(exchange_signs > 0.5))
g_odd = int(np.sum(exchange_signs < -0.5))
assert g_even + g_odd == 9 and g_even == 2 * g_odd

# ---- electronic structure of N2 ----


def run_scf(distance, basis, field=(0, 0, 0), guess=None):
    """PBE0 energy, density matrix and dipole (a.u.) of N2 centred at zero."""
    mol = gto.M(atom=[["N", (0, 0, -distance / 2)], ["N", (0, 0, distance / 2)]],
                basis=basis, unit="Angstrom", verbose=0)
    method = dft.RKS(mol)
    method.xc = "PBE0"
    method.conv_tol = 1e-11
    position = mol.intor("int1e_r")
    core = scf.hf.get_hcore(mol) + np.einsum("k,kij->ij", np.array(field), position)
    method.get_hcore = lambda *args: core
    energy = method.kernel(dm0=guess)
    assert method.converged
    density = method.make_rdm1()
    return energy, density, -np.einsum("kij,ji->k", position, density)


hartree_cm = const.physical_constants["hartree-inverse meter relationship"][0] / 100
bohr_angstrom = const.physical_constants["Bohr radius"][0] * 1e10
mass_n14 = 14.003  # u, input
mu = mass_n14 / 2 * const.atomic_mass / const.m_e
distances = np.linspace(0.90, 1.30, 9)
energies, density = [], None
for distance in distances:
    energy, density, _ = run_scf(distance, "cc-pvtz", guess=density)
    energies.append(energy)
energies = np.array(energies)
curve = Polynomial.fit(distances, energies, 6)
fit_error = np.max(np.abs(curve(distances) - energies)) * hartree_cm
assert fit_error < 5
r_e = brentq(curve.deriv(), 1.0, 1.2)
omega = sqrt(curve.deriv(2)(r_e) * bohr_angstrom**2 / mu) * hartree_cm
B_e = hartree_cm / (2 * mu * (r_e / bohr_angstrom)**2)

field = 0.004
E_zero, dm_zero, _ = run_scf(r_e, "aug-cc-pvdz")
E_par, _, dip_par = run_scf(r_e, "aug-cc-pvdz", (0, 0, field), dm_zero)
E_perp, _, dip_perp = run_scf(r_e, "aug-cc-pvdz", (field, 0, 0), dm_zero)
alpha_par, alpha_perp = dip_par[2] / field, dip_perp[0] / field
assert abs(2 * (E_zero - E_par) / field**2 / alpha_par - 1) < 0.01
assert abs(2 * (E_zero - E_perp) / field**2 / alpha_perp - 1) < 0.01
assert alpha_par - alpha_perp > 1

# ---- radial Schroedinger equation on a uniform sinc grid ----
r_angstrom = np.linspace(0.88, 1.32, 90)
r = r_angstrom / bohr_angstrom
step = r[1] - r[0]
gap = np.subtract.outer(np.arange(90), np.arange(90))
kinetic = np.where(gap == 0, pi**2 / 6,
                   (-1.0)**np.abs(gap) / np.where(gap == 0, 1, gap)**2) / (mu * step**2)
radial = kinetic + np.diag(curve(r_angstrom) - curve(r_e))
vib_energy, vib_state = np.linalg.eigh(radial)
B = np.sum(vib_state[:, 0]**2 / (2 * mu * r**2)) * hartree_cm
D = 4 * B**3 / omega**2
fundamental = (vib_energy[1] - vib_energy[0]) * hartree_cm
level = [np.linalg.eigvalsh(radial + np.diag(J * (J + 1) / (2 * mu * r**2)))[0]
         * hartree_cm for J in range(23)]
full_shift = [level[J + 2] - level[J] for J in range(21)]
for J in range(21):
    y = J + 1.5
    assert abs(full_shift[J] / (4 * B * y) - 1) < 0.005
    if J >= 4:
        distortion = -6 * D * y - 8 * D * y**3
        assert abs((full_shift[J] - 4 * B * y) / distortion - 1) < 0.10

# ---- intensity pattern ----
temperature, laser_nm = 300.0, 532.0
kT = const.k * temperature / (const.h * const.c) / 100
nu0 = 1e7 / laser_nm


def shift(J):
    return 4 * B * (J + 1.5)


def weight(J):
    return g_even if J % 2 == 0 else g_odd


def stokes_no_spin(J):
    return ((nu0 - shift(J))**4 * (2 * J + 1) * share(J, J + 2)
            * exp(-B * J * (J + 1) / kT))


def anti_stokes(J):
    """Power of the line J+2 -> J."""
    upper = J + 2
    return ((nu0 + shift(J))**4 * weight(upper) * (2 * upper + 1)
            * share(upper, J) * exp(-B * upper * (upper + 1) / kT))


stokes = np.array([weight(J) * stokes_no_spin(J) for J in range(50)])
anti = np.array([anti_stokes(J) for J in range(50)])
for J in range(50):
    ratio = ((nu0 + shift(J)) / (nu0 - shift(J)))**4 * exp(-shift(J) / kT)
    assert abs(anti[J] / stokes[J] / ratio - 1) < 1e-10
best = int(np.argmax(stokes))
scale = 100 / stokes[best]


def smooth_log(J):
    return (4 * np.log(nu0 - shift(J)) + np.log((J + 1) * (J + 2) / (2 * J + 3))
            - B * J * (J + 1) / kT)


peak = minimize_scalar(lambda J: -smooth_log(J), bounds=(0, 30), method="bounded").x
peak_estimate = sqrt(kT / (2 * B) + 0.25) - 1
assert abs(peak - peak_estimate) < 0.1
assert abs(best - peak_estimate) < 1.5
alternation = 2 * stokes[best] / (stokes[best - 1] + stokes[best + 1])
no_spin_ratio = 2 * stokes_no_spin(best) / (stokes_no_spin(best - 1)
                                            + stokes_no_spin(best + 1))
assert abs(alternation - 2) < 0.1 and abs(no_spin_ratio - 1) < 0.05
population = np.array([weight(J) * (2 * J + 1) * exp(-B * J * (J + 1) / kT)
                       for J in range(80)])
population /= population.sum()

print(f"largest error of b against matrix elements: {max_share_error:.1e}")
print(f"depolarization ratio of line 2->4: {depolarization:.4f}")
print(f"spin weights, even J and odd J: {g_even} and {g_odd}")
print(f"mass of 14N (input): {mass_n14:.3f} u")
print(f"PBE0/cc-pVTZ bond length: {r_e:.4f} angstrom")
print(f"largest residual of curve fit: {fit_error:.2f} cm^-1")
print(f"harmonic wavenumber: {omega:.0f} cm^-1")
print(f"fundamental v=0->1: {fundamental:.0f} cm^-1")
print(f"B at the minimum: {B_e:.4f} cm^-1")
print(f"B averaged over v=0 (used below): {B:.4f} cm^-1")
print(f"D = 4B^3/omega^2: {D:.2e} cm^-1")
print(f"polarizability along axis: {alpha_par:.2f} a.u.")
print(f"polarizability across axis: {alpha_perp:.2f} a.u.")
print(f"anisotropy: {alpha_par - alpha_perp:.2f} a.u.")
print(f"temperature: {temperature:.0f} K, kT/hc: {kT:.2f} cm^-1")
print(f"Boltzmann factor of v=1: {exp(-fundamental / kT):.1e}")
print(f"laser: {laser_nm:.0f} nm = {nu0:.1f} cm^-1")
print(f"first shift 6B: {6 * B:.3f} cm^-1, spacing 4B: {4 * B:.3f} cm^-1")
print("J = lower level; shift in cm^-1; powers: strongest Stokes = 100")
print(" J  g  b(J->J+2)  population  shift   Stokes  anti-Stokes")
for J in range(17):
    print(f"{J:2d}  {weight(J)}  {share(J, J + 2):.4f}     {population[J]:.4f}"
          f"   {shift(J):7.2f}  {stokes[J] * scale:6.1f}  {anti[J] * scale:6.1f}")
print(f"strongest Stokes line starts from J = {best}")
print(f"its scattered wavelength: {1e7 / (nu0 - shift(best)):.2f} nm")
print(f"strongest anti-Stokes line ends at J = {int(np.argmax(anti))}")
print(f"envelope peak, numerical: J = {peak:.2f}")
print(f"envelope peak, estimate: J = {peak_estimate:.2f}")
print(f"strongest line / mean of neighbours: {alternation:.3f}")
print(f"same ratio without spin weights: {no_spin_ratio:.3f}")
for J in (0, 6, 12, 20):
    print(f"J={J}: rigid {shift(J):.3f}, radial solution {full_shift[J]:.3f},"
          f" difference {full_shift[J] - shift(J):.3f} cm^-1")
print("every check passed")
```

Printed output:

```
largest error of b against matrix elements: 1.6e-15
depolarization ratio of line 2->4: 0.7500
spin weights, even J and odd J: 6 and 3
mass of 14N (input): 14.003 u
PBE0/cc-pVTZ bond length: 1.0901 angstrom
largest residual of curve fit: 0.35 cm^-1
harmonic wavenumber: 2482 cm^-1
fundamental v=0->1: 2458 cm^-1
B at the minimum: 2.0262 cm^-1
B averaged over v=0 (used below): 2.0186 cm^-1
D = 4B^3/omega^2: 5.34e-06 cm^-1
polarizability along axis: 14.81 a.u.
polarizability across axis: 9.94 a.u.
anisotropy: 4.87 a.u.
temperature: 300 K, kT/hc: 208.51 cm^-1
Boltzmann factor of v=1: 7.6e-06
laser: 532 nm = 18797.0 cm^-1
first shift 6B: 12.111 cm^-1, spacing 4B: 8.074 cm^-1
J = lower level; shift in cm^-1; powers: strongest Stokes = 100
 J  g  b(J->J+2)  population  shift   Stokes  anti-Stokes
 0  6  1.0000     0.0129     12.11    27.1    25.7
 1  3  0.6000     0.0189     20.19    23.9    21.9
 2  6  0.5143     0.0607     28.26    65.5    57.9
 3  3  0.4762     0.0401     36.33    40.0    34.1
 4  6  0.4545     0.0954     44.41    90.7    74.7
 5  3  0.4406     0.0529     52.48    48.7    38.7
 6  6  0.4308     0.1114     60.56   100.0    76.7
 7  3  0.4235     0.0561     68.63    49.4    36.6
 8  6  0.4180     0.1089     76.71    94.6    67.6
 9  3  0.4135     0.0511     84.78    43.9    30.3
10  6  0.4099     0.0932     92.85    79.0    52.7
11  3  0.4070     0.0412    100.93    34.7    22.3
12  6  0.4044     0.0710    109.00    59.3    36.8
13  3  0.4023     0.0298    117.08    24.7    14.8
14  6  0.4004     0.0489    125.15    40.2    23.3
15  3  0.3988     0.0195    133.23    16.0     8.9
16  6  0.3974     0.0305    141.30    24.8    13.4
strongest Stokes line starts from J = 6
its scattered wavelength: 533.72 nm
strongest anti-Stokes line ends at J = 6
envelope peak, numerical: J = 6.19
envelope peak, estimate: J = 6.20
strongest line / mean of neighbours: 2.038
same ratio without spin weights: 1.019
J=0: rigid 12.111, radial solution 12.111, difference -0.000 cm^-1
J=6: rigid 60.557, radial solution 60.539, difference -0.018 cm^-1
J=12: rigid 109.003, radial solution 108.896, difference -0.107 cm^-1
J=20: rigid 173.597, radial solution 173.167, difference -0.429 cm^-1
every check passed
```
